# Immobile Segregating Boundaries: Unchanged Steady Permeation, Longer Time Lag

**Q:** I have two nickel foils of the same thickness, one coarse-grained and one fine-grained. Suppose hydrogen segregates to the grain boundaries but cannot travel along them. Should the fine-grained foil pass less hydrogen in the steady state?

**A:** No, provided the boundaries do not obstruct the crossing of hydrogen from one grain to the next. Let me fix the model first.

The foil occupies $0<x<L$ and starts empty. The dilute lattice concentration $c$ is held at $c_0$ on the feed face and at zero on the exit face. The lattice diffusivity $D$ is constant. A boundary has width $\delta$ and holds solute at $s$ times the adjacent lattice concentration, with $s$ independent of $c$: this is linear segregation. "Immobile" means no transport along the boundary. Crossing it costs no extra resistance.

Try the straight profile

$$c_s=c_0\left(1-\frac{x}{L}\right).$$

It satisfies $\nabla^2c_s=0$ in every grain and has the right values on both faces. Its gradient is the same on the two sides of any boundary, so as much solute enters the boundary as leaves it, and the stored amount stays constant. This is therefore a steady state whatever the boundary pattern, with flux

$$J_s=-D\frac{dc_s}{dx}=\frac{Dc_0}{L}.$$

The segregation factor does not appear. A filled store neither absorbs nor supplies solute, and an immobile one carries none.

**Q:** But the boundaries hold hydrogen. How much, if their volume is negligible?

**A:** Let $S_v$ be the boundary area per volume, so that the boundary volume fraction is $g=\delta S_v$. The total concentration is

$$C=(1-g)c+g\,s\,c.$$

Now let $g\to0$ while $s$ grows so that $K=sg$ stays finite. Then $(1-g)c\to c$ and

$$C=(1+K)c.$$

Thus $K$ is the ratio of solute in boundaries to solute in the lattice. A negligible volume can have a large capacity if segregation is strong.

**Q:** Then what is the effective diffusivity, and why doesn't it reduce the steady flux?

**A:** Suppose the boundaries are so closely spaced, and exchange so fast, that each small region is in local equilibrium. This is Harrison's type A regime. Storage involves all the solute, but the flux involves the lattice solute alone:

$$\frac{\partial C}{\partial t}=D\frac{\partial^2c}{\partial x^2}.$$

With $C=(1+K)c$ and uniform $K$, division by $1+K$ gives

$$\frac{\partial c}{\partial t}=D_{\rm eff}\frac{\partial^2c}{\partial x^2},\qquad D_{\rm eff}=\frac{D}{1+K}.$$

The same flux written with the total concentration is $-D_{\rm eff}\,\partial C/\partial x$. Its steady value is

$$J_s=D_{\rm eff}\frac{(1+K)c_0}{L}=\frac{Dc_0}{L}.$$

The reduced diffusivity belongs with the increased total concentration, and the two factors cancel. Pairing $D_{\rm eff}$ with the lattice value $c_0$ would make the flux too small by the factor $1+K$.

**Q:** I measure the time lag by extending the late straight line of released hydrogen back to zero. Can you find it without assuming type A?

**A:** Yes. Let $w(\mathbf r)$ be the local capacity: one in the lattice, plus a concentrated contribution $s\delta$ per unit area on each boundary. For now the boundary stays in equilibrium with the lattice beside it. Conservation in grains and boundaries together reads

$$w\frac{\partial c}{\partial t}=D\nabla^2c.$$

At a boundary this says that its stored solute grows by the difference between the lattice fluxes arriving and leaving.

Multiply by $h=x/L$ and integrate over the foil. Since $\nabla^2h=0$,

$$h\nabla^2c=\nabla\cdot(h\nabla c-c\nabla h).$$

The divergence theorem leaves surface terms. The sides contribute nothing if they are closed or periodic. On the exit face $h=1$ and $c=0$, so the term is $D\int(\partial c/\partial x)\,dA=-A\,j(t)$, where $A$ is the face area and $j$ the mean exit flux. On the feed face $h=0$, and the outward normal points along $-x$, so $-c\,\partial h/\partial n=+c_0/L$. Hence

$$\frac{d}{dt}\left[\frac1A\int w\,c\,\frac{x}{L}\,dV\right]=\frac{Dc_0}{L}-j(t)=J_s-j(t).$$

Integrate from the empty initial state. With $Q(t)=\int_0^t j\,dt'$, the amount released per area,

$$Q(t)=J_st-\frac1A\int w\,c\,\frac{x}{L}\,dV.$$

At late times $c$ approaches $c_s$. To see this, put $u=c-c_s$, which vanishes on both faces. Multiplying its diffusion equation by $u$ and integrating by parts gives

$$\frac{d}{dt}\int\frac{w u^2}{2}\,dV=-D\int|\nabla u|^2\,dV.$$

The deviation shrinks until its gradient vanishes, and then $u=0$.

Let $\bar w(x)$ be the average of $w$ over the plane at depth $x$. The late line is $Q=J_s(t-t_{\rm lag})$, so

$$t_{\rm lag}=\frac{c_0}{J_s}\int_0^L\bar w\,\frac{x}{L}\left(1-\frac{x}{L}\right)dx
=\frac{L^2}{D}\int_0^1\bar w\,\xi(1-\xi)\,d\xi,$$

where $\xi=x/L$ and $J_s=Dc_0/L$ was used. For boundary area spread uniformly through the depth, $\bar w=1+K$. The remaining integral is $1/2-1/3=1/6$, and

$$t_{\rm lag}=(1+K)\frac{L^2}{6D}.$$

The factor is total solute capacity divided by lattice capacity. For $K\to0$ it returns the plain foil; for $K\gg1$ nearly all the delay is spent filling boundaries.

**Q:** Where is the missing hydrogen while I wait?

**A:** In the foil, but the lag counts one third of it. The steady inventory per area is

$$\int_0^L(1+K)c_0\left(1-\frac{x}{L}\right)dx=\frac{(1+K)c_0L}{2}.$$

The exit shortfall relative to steady flow is $J_st_{\rm lag}=(1+K)c_0L/6$. The inventory is uptake minus release, so the feed face must have admitted a surplus of $(1/2-1/6)(1+K)c_0L=(1+K)c_0L/3$. For $K=2$ this surplus should be $c_0L$; the computed transient gives $1.0000\,c_0L$.

**Q:** Is total capacity enough if the boundaries are concentrated at one depth?

**A:** No. With $\bar w=1+K(\xi)$ the lag factor is

$$1+6\int_0^1K(\xi)\,\xi(1-\xi)\,d\xi.$$

If one plane at $\xi_0$ contains all the boundary capacity, it becomes $1+6K\xi_0(1-\xi_0)$. For $K=2$, transients give 2.080 for a plane at $0.1L$ and 4.000 at mid-depth, as the formula predicts. The total capacity ratio is 3 in both cases. Near the feed face a store is filled mostly by extra uptake; near the exit face it needs little solute. In the middle it costs the exit flux most.

**Q:** If the lag at fixed $K$ is insensitive to boundary spacing, what is left of the Harrison regimes?

**A:** The shape of the transient. Integrating the flux shortfall gives

$$t_{\rm lag}=\int_0^\infty\left(1-\frac{j}{J_s}\right)dt,$$

so a short complete delay and a long weak tail can have the same lag. I compared boundaries normal to the faces at two spacings, with $K=2$ held fixed. The half-rise time is when $j=J_s/2$; without boundaries it is $0.1388L^2/D$.

- At spacing $0.1L$, the lag factor is 2.997 and the half-rise factor 2.997.
- At spacing $4L$, the lag factor is again 2.997, but the half-rise factor is 1.17.

The values 2.997 carry a mesh error of about 0.1%. Without it both lag factors are 3.000, and the half-rise factor at $0.1L$ is 3.001.

In the second case much of the lattice lies too far from a boundary to be delayed early on, and the boundaries fill mostly during the tail. One $D_{\rm eff}$ describes the first curve, not the second.

Slow exchange acts similarly. Let the boundary store $b$ obey $\partial b/\partial t=k(Kc-b)$. Its final content is still $Kc_s$, so the weighted inventory and the lag are unchanged. With $k=0.5D/L^2$, the lag factor is 3.000 and the half-rise factor 1.079.

These equal lags refer to the true asymptote, which a long tail reaches late. A tangent drawn at $t=1.5L^2/D$, three times the lag, gives a factor of about 2.9 in type A. It gives only about 1.4 at spacing $4L$ and 1.2 for slow exchange, although the flux is already about 90% of $J_s$. At $t=12L^2/D$ the slow case still reads 2.94. A run stopped early therefore underestimates the lag.

**Q:** What happens if hydrogen does move along the boundaries?

**A:** Then the steady flux changes. Take boundaries normal to the faces, with diffusivity $D_b$ along them. They add the flux $g\,D_b\,s c_0/L=KD_bc_0/L$, so

$$J_s=(1+R)\frac{Dc_0}{L},\qquad R=\frac{KD_b}{D}.$$

The profile is still straight, and the conductivity does not vary along $x$, so the weighted argument again gives an exit shortfall $(1+K)c_0L/6$. Dividing by the larger flux changes the lag factor to $(1+K)/(1+R)$. For $K=2$ and $R=0.5$, the computed flux factor is 1.500 and the lag factor 1.998, against the predicted 2; the difference is mesh error.

**Q:** Please put numbers on my fine-grained foil.

**A:** These are rough typical inputs for hydrogen in nickel at 300 K: $D=10^{-9}$ cm²/s, $\delta=0.5$ nm and binding energy 0.20 eV. Take $L=100$ µm, mean grain intercept $\ell=1$ µm, and $10^{-5}$ H per Ni at the feed. With $9\times10^{22}$ Ni/cm³, $c_0=9\times10^{17}$ cm⁻³.

For randomly oriented boundaries, a test line meets $S_v/2$ boundaries per unit length, because the mean projection of a unit area is one half. Hence $S_v=2/\ell$. With equal site densities in lattice and boundary,

$$s=e^{0.20/0.02585}\approx2290,\quad g=\frac{2\delta}{\ell}=10^{-3},\quad K=sg\approx2.29.$$

The steady flux, with or without segregation, is

$$J_s=\frac{10^{-9}\times9\times10^{17}}{10^{-2}}=9\times10^{10}\ {\rm H/(cm^2\,s)},$$

equivalent to about 14 nA/cm². The lags are

$$\frac{L^2}{6D}=\frac{10^{-4}}{6\times10^{-9}}\ {\rm s}=4.6\ {\rm h},\qquad 3.29\times4.63\ {\rm h}=15.2\ {\rm h}.$$

A plain-foil reading of the longer lag gives an apparent diffusivity of $3.0\times10^{-10}$ cm²/s. Multiplied by the lattice $c_0/L$, it predicts $2.7\times10^{10}$ H/(cm² s), too low by the factor 3.29. With the total feed concentration, $2.96\times10^{18}$ cm⁻³, it returns the correct flux. Sideways diffusion takes about $\ell^2/D=10$ s, far less than the lag, so type A applies if exchange is also fast.

**Q:** How far should I trust 15 hours for a real foil?

**A:** Only as a rough estimate. It scales as $1/D$: with $D=6\times10^{-10}$ cm²/s, which is nearer the usual measured value for nickel at 300 K than the round $10^{-9}$, the same foil would give about 25 hours. It is also sensitive to the binding energy, to hydrogen transport along the boundaries, and to any resistance in series with the lattice. With other inputs fixed, changing the binding by $-0.05$ or $+0.05$ eV changes the linear-segregation lag factor from 3.3 to 1.3 or 17; at the stronger binding, saturation lowers the 17 to about 16. Real nickel boundaries need not be immobile. For boundaries normal to the faces, $D_b/D=4.4\times10^{-3}$ already raises the flux by about 1%, neglecting the small lattice volume they replace. For the same orientation, $D_b=D$ gives $R=K$: the flux rises 3.29-fold and the lag factor falls to 1. If instead the saddle energies and jump prefactors match those of the lattice, the deeper boundary sites give $D_b/D=1/s$. The boundaries then carry a fraction $K/s=g$, or 0.1%, of the lattice flux. This only replaces what the lattice volume they occupy would have carried, so the total flux is unchanged.

At 0.20 eV saturation matters little. Feed-side boundary occupancy is 2.2%, and replacing $Kc$ by $Kc/(1+Bc/c_0)$, with $B=s\times10^{-5}$, changes the factor from 3.29 to 3.26. Finite boundary volume is also minor: immobile columns would lower the flux by $g=0.1\%$.

Resistance in series is a separate condition. If it equals $r$ times $L/D$, the steady flux becomes $Dc_0/[L(1+r)]$. Two surfaces with transfer coefficient $k_s$ give $r=2D/(k_sL)$, so keeping this below 1% requires $k_s>2\times10^{-5}$ cm/s. For boundary crossing, take layers parallel to the faces, one per length $\ell$, so that they fill a fraction $\delta/\ell$ of the path. An extra barrier $\varepsilon$ in them gives $r=(\delta/\ell)(e^{\varepsilon/k_BT}-1)$, which reaches 1% at $\varepsilon=0.079$ eV. At $\varepsilon=0.20$ eV, $r\approx1.1$ and the flux is roughly halved.

**Q:** Would a long lag with unchanged flux prove that the boundaries are responsible?

**A:** No. Any other immobile linear store also adds capacity, and if it is spread uniformly through the depth it lengthens the lag in the same way. A sharper comparison varies grain size at fixed thickness, feed concentration, boundary character and other trap content. With many grains across the thickness, this model then predicts a constant steady flux and a lag linear in $1/\ell$, with slope $(2s\delta)L^2/(6D)$. The numerical output below lists the computed cases.

## Computed values

```
TESTS, D = L = c0 = 1, K = 2.0
lag factor, uniform storage: 2.9999
inlet surplus (c0 L): 1.0000
plain half-rise time (L2/D): 0.1388
lag factor, columns 0.1 L apart: 2.997
lag factor, columns 4 L apart: 2.997
lag factor, inclined boundary: 2.997
half-rise factor, columns 0.1 L apart: 2.997
half-rise factor, columns 4 L apart: 1.17
  its shift on halving the side mesh: 0.0051
lag factor, one plane at 0.1 L: 2.080
lag factor, one plane at 0.5 L: 4.000
slow exchange rate (D/L2): 0.5
slow exchange, lag factor: 3.000
slow exchange, half-rise factor: 1.079
mobile boundaries R = 0.5: flux 1.500
mobile boundaries, lag factor: 1.998
strip g = 0.1, s = 15.0: flux 0.900
resisting plane r = 0.25: flux 0.800
saturation B = 2.0: lag factor 2.056
EXAMPLE, H in Ni, rough typical inputs
temperature: 300 K, kT: 0.02585 eV
lattice diffusivity: 1.0e-09 cm2/s
thickness: 100 um, intercept: 1 um
boundary width: 0.5 nm, binding: 0.20 eV
Ni site density: 9.0e+22 cm^-3, feed H/Ni: 1e-05
segregation factor s: 2290
boundary volume fraction g: 1.0e-03
capacity ratio K: 2.290, lag factor 1+K: 3.290
feed lattice concentration: 9.00e+17 cm^-3
feed total concentration: 2.96e+18 cm^-3
steady flux: 9.00e+10 H/(cm2 s)
  as a current density: 14.42 nA/cm2
lag without boundaries: 16667 s = 4.63 h
lag with, formula: 54835 s = 15.23 h
lag with, 100-cell transient: 54829 s
  its shift from 50 cells: 16.5 s
apparent diffusivity from lag: 3.04e-10 cm2/s
flux if paired with lattice c0: 2.74e+10 H/(cm2 s)
NEGLECTED EFFECTS, SAME EXAMPLE
feed-side boundary occupancy: 0.0224
lag factor with saturation: 3.264
lag factor, finite-volume columns: 3.292
sideways diffusion time: 10 s
lag factor at binding -0.05 eV: 1.33
lag factor at binding +0.05 eV: 16.84
D_b/D for 1% more flux, columns: 4.37e-03
flux factor if D_b = D, columns: 3.29
D_b/D if saddle energies are equal: 4.37e-04
extra crossing barrier for r = 0.01: 0.079 eV
surface coefficient for r = 0.01: 2.0e-05 cm/s
```
